\section*{The k-derivative of a projector at k+G = 0}

\section{The missing direction}

\textbf{Q:} I am writing the derivative of the nonlocal pseudopotential with respect to $\mathbf k$, and at $\Gamma$ I am stuck on one plane wave. My projectors contain $Y_{lm}(\hat{\mathbf q})$ with $\mathbf q=\mathbf k+\mathbf G$. At $\mathbf q=0$ there is no direction $\hat{\mathbf q}$, and the gradient of $Y_{lm}$ grows as $1/q$. So the derivative is singular there, and the sensible thing is to set it to zero. The projector itself is zero at that point for $l>0$ anyway.

\textbf{A:} Let us first write down what is being differentiated. I take a projector $\beta_l(r)Y_{lm}(\hat{\mathbf r})$ with real spherical harmonics, centred on an atom at the origin, with $\beta_l$ vanishing beyond some radius. The cell volume is $\Omega$, and I use Hartree atomic units. The overlap with a plane wave is
\begin{equation}
b_{lm}(\mathbf q)=\frac{1}{\sqrt\Omega}\int e^{-i\mathbf q\cdot\mathbf r}\,\beta_l(r)Y_{lm}(\hat{\mathbf r})\,d^3r .
\label{def}
\end{equation}
Your form follows from the expansion
\begin{equation}
e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}(-i)^l j_l(qr)\,Y_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf r}),
\end{equation}
because orthonormality of the $Y_{lm}(\hat{\mathbf r})$ leaves one term:
\begin{equation}
b_{lm}(\mathbf q)=\frac{4\pi}{\sqrt\Omega}(-i)^l f_l(q)Y_{lm}(\hat{\mathbf q}),\qquad
f_l(q)=\int r^2\beta_l(r)j_l(qr)\,dr .
\label{polar}
\end{equation}
Does anything in Eq.~\eqref{def} look singular at $\mathbf q=0$?

\textbf{Q:} No. It is an integral over a finite sphere, and the exponential is smooth in $\mathbf q$. But then where does the singularity in Eq.~\eqref{polar} go?

\textbf{A:} We can come to that after finding the derivative. Since $\mathbf G$ is fixed, $\partial/\partial k_c=\partial/\partial q_c$ for each Cartesian component $c$. The finite range lets us differentiate under the integral, and at $\mathbf q=0$ the exponential becomes one:
\begin{equation}
\left.\frac{\partial b_{lm}}{\partial k_c}\right|_{0}
=-\frac{i}{\sqrt\Omega}\int r_c\,\beta_l(r)Y_{lm}(\hat{\mathbf r})\,d^3r .
\label{dipole}
\end{equation}
This is the dipole moment of the projector, up to the prefactor.

\textbf{Q:} Then a $p$ projector has one, because its two lobes have opposite signs. Its integral vanishes, but its first moment need not.

\textbf{A:} Yes. To get the number, label the $l=1$ functions by their axis, $Y_{1a}=\sqrt{3/4\pi}\,r_a/r$. Then $r_c=r\sqrt{4\pi/3}\,Y_{1c}$, and orthonormality in Eq.~\eqref{dipole} removes every $l$ except 1:
\begin{equation}
\left.\frac{\partial b_{lm}}{\partial k_c}\right|_0=0\quad(l\ne1),\qquad
\left.\frac{\partial b_{1a}}{\partial k_c}\right|_0
=-\frac{i}{\sqrt\Omega}\sqrt{\frac{4\pi}{3}}\,M\,\delta_{ac},
\label{result}
\end{equation}
with $M=\int r^3\beta_1(r)\,dr$. One power of $r$ comes from $r_c$ and two from the volume element. The derivative is finite, and it is nonzero unless $M$ happens to vanish, which a projector with a radial node could arrange.

Your argument that the value is zero says nothing about the slope. The function $x$ is zero at $x=0$ too.

\section{Where the $1/q$ goes}

\textbf{Q:} I accept the integral. But my code uses Eq.~\eqref{polar} and the chain rule, and there the $1/q$ is real.

\textbf{A:} It is real, but it is multiplied by $f_l(q)$. Take $l=1$ with its axis along $z$, and leave out constant factors. The function is $f_1(q)\cos\theta$, with $\cos\theta=q_z/q$. We need two derivatives,
\begin{equation}
\frac{\partial q}{\partial q_z}=\frac{q_z}{q}=\cos\theta,\qquad
\frac{\partial}{\partial q_z}\frac{q_z}{q}=\frac1q-\frac{q_z^2}{q^3}=\frac{\sin^2\theta}{q},
\end{equation}
and the product rule gives
\begin{equation}
\frac{\partial}{\partial q_z}\bigl[f_1\cos\theta\bigr]
=f_1'(q)\cos^2\theta+\frac{f_1(q)}{q}\sin^2\theta .
\label{chain}
\end{equation}
For small argument $j_1(x)=x/3+O(x^3)$, so $f_1=qM/3+O(q^3)$. Both $f_1'$ and $f_1/q$ tend to $M/3$.

\textbf{Q:} So the first term tends to $(M/3)\cos^2\theta$ and the second to $(M/3)\sin^2\theta$. Each still depends on the direction of approach, but the sum is $M/3$.

\textbf{A:} That is the whole mechanism. Here are numbers for a model projector with $M/3=0.41241$ bohr$^{5/2}$, evaluated at $q=0.001$ bohr$^{-1}$. The second column is the derivative of $\cos\theta$ alone, in bohr; the others are in bohr$^{5/2}$.
\begin{center}
\begin{tabular}{rrrrr}
$\theta$ & $\sin^2\theta/q$ & radial & angular & sum\\
\hline
$0^\circ$ & 0 & 0.41241 & 0 & 0.41241\\
$45^\circ$ & 500 & 0.206205 & 0.206205 & 0.41241\\
$90^\circ$ & 1000 & 0 & 0.41241 & 0.41241
\end{tabular}
\end{center}
A guard that discards only the angular term at small $q$ would therefore give an answer that depends on direction. A guard that discards both gives your zero.

\textbf{Q:} What about $l=0$? There is no angle, but $f_0$ depends on $|\mathbf q|$, and $|\mathbf q|$ has a cusp at the origin.

\textbf{A:} It would matter if $f_0$ had a term linear in $q$. But $j_0(x)=1-x^2/6+\dots$ is even, so $f_0$ is a series in $q^2=q_x^2+q_y^2+q_z^2$, which is smooth.

\section{A formula without a special case}

\textbf{Q:} Can I avoid the separate branch at $\mathbf q=0$? I do not want to patch Eq.~\eqref{chain} by hand for each $l$.

\textbf{A:} Move the factor $q^l$ from the radial part to the angular part. Define the solid harmonic $S_{lm}(\mathbf q)=q^lY_{lm}(\hat{\mathbf q})$. It is a homogeneous polynomial of degree $l$ in $q_x,q_y,q_z$; for example, $S_{1z}=\sqrt{3/4\pi}\,q_z$. What remains of the Bessel function is
\begin{equation}
w_L(x)=\frac{j_L(x)}{x^L}=\sum_{s=0}^{\infty}\frac{(-1)^s x^{2s}}{2^s s!\,(2L+2s+1)!!},
\label{series}
\end{equation}
which has only even powers. With the radial integrals
\begin{equation}
F_n(q)=\int r^{2+2n+l}\,\beta_l(r)\,w_{l+n}(qr)\,dr ,
\label{F}
\end{equation}
we have $f_l=q^lF_0$, because $j_l(qr)=q^lr^lw_l(qr)$. Hence
\begin{equation}
b_{lm}=\frac{4\pi}{\sqrt\Omega}(-i)^l F_0(q)S_{lm}(\mathbf q).
\label{solid}
\end{equation}
The same $l$ is understood in $F_n$.

\textbf{Q:} The polynomial is easy to differentiate. What is the gradient of $F_0$?

\textbf{A:} Differentiate Eq.~\eqref{series} term by term. The $s=0$ term drops out, $2s/(2^s s!)=1/[2^{s-1}(s-1)!]$, and we set $s=t+1$:
\begin{equation}
w_L'(x)=-x\sum_{t=0}^{\infty}\frac{(-1)^t x^{2t}}{2^t t!\,(2L+2t+3)!!}=-x\,w_{L+1}(x).
\end{equation}
The last step recognizes Eq.~\eqref{series} with $L$ replaced by $L+1$. Since $\partial(qr)/\partial q_c=rq_c/q$,
\begin{equation}
\frac{\partial}{\partial q_c}w_L(qr)=-(qr)\,w_{L+1}(qr)\,\frac{rq_c}{q}=-q_c r^2w_{L+1}(qr).
\end{equation}
The $1/q$ has cancelled algebraically. The extra $r^2$ is what turns $F_n$ into $F_{n+1}$ in Eq.~\eqref{F}, so
\begin{equation}
\frac{\partial F_n}{\partial q_c}=-q_cF_{n+1}.
\end{equation}
The product rule applied to Eq.~\eqref{solid} now gives
\begin{equation}
\frac{\partial b_{lm}}{\partial k_c}=\frac{4\pi}{\sqrt\Omega}(-i)^l
\left[F_0\frac{\partial S_{lm}}{\partial q_c}-q_cF_1S_{lm}\right].
\label{general}
\end{equation}
It holds at every $\mathbf q$, including the origin.

\textbf{Q:} Let me try $\mathbf q=0$. The second term vanishes. In the first, $S_{00}$ is constant, so its derivative is zero. For $l\ge2$ the derivative is a polynomial of degree $l-1\ge1$ without a constant term, so it vanishes too. For $l=1$ the derivative is $\sqrt{3/4\pi}\,\delta_{ac}$.

\textbf{A:} And $w_1(0)=1/3$ gives $F_0(0)=M/3$. The coefficient is
\begin{equation}
\frac{4\pi}{\sqrt\Omega}\sqrt{\frac{3}{4\pi}}\,\frac M3
=\frac{1}{\sqrt\Omega}\sqrt{\frac{4\pi}{3}}\,M ,
\end{equation}
in agreement with Eq.~\eqref{result}.

\textbf{Q:} Is there still a numerical trap in $w_L$ itself? I would compute $j_L(x)$ and divide by $x^L$.

\textbf{A:} At $x=0$ that is $0/0$ for $L>0$, and near zero it can lose digits. With $j_1=\sin x/x^2-\cos x/x$, two terms of size $1/x$ cancel to leave $x/3$. A relative rounding error $\epsilon$ in the terms becomes one of order $3\epsilon/x^2$ in the result. Use the series \eqref{series} at small $x$. If you interpolate from a table, tabulate $F_0$ rather than $f_l$, and impose zero slope at $q=0$, since $dF_0/dq=-qF_1$.

\section{Displaced atoms and second order}

\textbf{Q:} My atoms are not all at the origin. Does $l=1$ remain the only contributor?

\textbf{A:} That depends on where you put the phase. For an atom at $\boldsymbol\tau$, shifting the integration variable in Eq.~\eqref{def} gives $b^{\tau}_{lm}(\mathbf q)=e^{-i\mathbf q\cdot\boldsymbol\tau}b_{lm}(\mathbf q)$. Then
\begin{equation}
\left.\frac{\partial b^\tau_{lm}}{\partial k_c}\right|_0
=-i\tau_c\,b_{lm}(0)+\left.\frac{\partial b_{lm}}{\partial k_c}\right|_0 .
\label{phase}
\end{equation}
The first term is nonzero for an $s$ projector with nonzero integral. In the model, $b_{00}(0)=0.3021$ and $\tau_x=0.7$ bohr give $-0.7\times0.3021\,i=-0.2115\,i$ bohr. The $p$ derivative is unchanged, because $b_{1a}(0)=0$.

\textbf{Q:} Then the nonlocal potential depends on my phase convention?

\textbf{A:} No. Its matrix elements contain $b^\tau(\mathbf k+\mathbf G)\,[b^\tau(\mathbf k+\mathbf G')]^*$ for the same atom, so the factor $e^{-i\mathbf k\cdot\boldsymbol\tau}$ cancels and $e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}$ remains. You may leave the $\mathbf k$ part of the phase out from the start. The statement ``only $l=1$'' then holds for each atom. If you use a single projector derivative by itself, its convention must match that of the other factors.

\textbf{Q:} And at second order, does $l=1$ still stand alone?

\textbf{A:} No. For an atom at the origin, or with the $\mathbf k$ part of the phase left out, it drops out. (With the full phase the cross term $-2i\tau_x\,\partial b_{1x}/\partial k_x|_0$ survives; for $\tau_x=0.7$ bohr it is $-2\times0.7\times0.2265=-0.317$ bohr$^2$.) Differentiate Eq.~\eqref{def} twice along a unit vector $\mathbf n$. At $\mathbf q=0$ the factor $(-i\,\mathbf n\cdot\mathbf r)^2=-r^2(\mathbf n\cdot\hat{\mathbf r})^2$ appears. By the addition theorem for $l=2$,
\begin{equation}
(\mathbf n\cdot\hat{\mathbf r})^2=\frac13+\frac23P_2(\mathbf n\cdot\hat{\mathbf r})
=\frac13+\frac{8\pi}{15}\sum_mY_{2m}(\mathbf n)Y_{2m}(\hat{\mathbf r}).
\end{equation}
The constant selects $l=0$ and the sum selects $l=2$:
\begin{align}
\partial_n^2b_{00}\big|_0&=-\frac{4\pi}{\sqrt\Omega}\,\frac{Y_{00}}{3}\int r^4\beta_0\,dr,\\
\partial_n^2b_{2m}\big|_0&=-\frac{4\pi}{\sqrt\Omega}\,\frac{2}{15}\,Y_{2m}(\mathbf n)\int r^4\beta_2\,dr .
\end{align}
So a $d$ projector is invisible at first order, but not at second.

\textbf{Q:} When would all this fail?

\textbf{A:} When the projector has a tail so long that the moments diverge. For the first derivative it is enough that $\int r^3|\beta_l|\,dr$ is finite, since this bounds the differentiated integrand for all $\mathbf q$. Projectors confined to an augmentation sphere satisfy this if they are integrable inside it.

\section{What one entry does to a band}

\textbf{Q:} It is one plane wave out of hundreds. Does the error matter?

\textbf{A:} At $\Gamma$ the lowest band may consist mainly of that plane wave. Consider a separable potential with strengths $D_l$,
\begin{equation}
V_{\mathbf G\mathbf G'}(\mathbf k)=\sum_{lm}D_l\,b_{lm}(\mathbf k+\mathbf G)\,b^*_{lm}(\mathbf k+\mathbf G').
\end{equation}
Let a prime on $b$, $V$ or $H$ mean $\partial/\partial k_x$ at $\mathbf k=0$. The row $\mathbf G=0$ of $V'$ is
\begin{equation}
V'_{0\mathbf G'}=\sum_{lm}D_l\left[b'_{lm}(0)b^*_{lm}(\mathbf G')+b_{lm}(0)b'^*_{lm}(\mathbf G')\right].
\end{equation}
For $l=1$ the second term vanishes and the first survives. Your guard deletes the whole $p$ contribution to this row.

\textbf{Q:} Can we put numbers on it?

\textbf{A:} Take a simple cubic model crystal with cell length 5 bohr and one site. Its projectors are $\beta_l=N_lr^l[1-(r/R)^2]^3$ for $r<R=2$ bohr and zero outside, normalized by $\int r^2\beta_l^2dr=1$. The strengths are $D_0=-0.2$ and $D_1=-0.8$ hartree. There is no local potential, and the overlap matrix is the unit matrix. The basis has 179 plane waves, the same set of $\mathbf G$ for all $\mathbf k$. With $4\pi/\sqrt{125}=1.1240$ and $\sqrt{3/4\pi}=0.4886$ we get
\begin{equation}
|b'_{1x}(0)|=1.1240\times0.4886\times0.41241=0.2265\ \text{bohr},
\end{equation}
or 0.1199~\AA.

For $\mathbf G'=(2\pi/a)(1,0,0)$, with $a$ the cell length, the element $H'_{0\mathbf G'}$ is $-0.03376$ hartree\,bohr. With your zero it is $+0.00652$. The difference, $-0.04028$, is the $p$ term; what you keep is the $s$ term. The kinetic energy is diagonal and does not enter this element.

\textbf{Q:} So even the sign is wrong. How does that reach something observable, such as an effective mass?

\textbf{A:} Through the band curvature. Write $H(k_x)=H_0+k_xH'+\tfrac12k_x^2H''+\dots$ and apply second-order perturbation theory to a nondegenerate state $|0\rangle$ with energy $E_0$. The coefficient of $k_x^2$ in the energy is
\begin{equation}
\frac12\langle0|H''|0\rangle+\sum_{n\ne0}\frac{|\langle n|H'|0\rangle|^2}{E_0-E_n},
\end{equation}
and the second derivative is twice this:
\begin{equation}
E''=\langle0|H''|0\rangle+2\sum_{n\ne0}\frac{|\langle n|H'|0\rangle|^2}{E_0-E_n}.
\label{curv}
\end{equation}
The projector derivative enters both terms. In $H''$ it appears because $(bb^*)''=b''b^*+2b'b'^*+bb''^*$. On the $\mathbf G=0$ diagonal the $p$ channel gives
\begin{equation}
2D_1|b'_{1x}(0)|^2=2(-0.8)(0.2265)^2=-0.082\ \text{hartree\,bohr}^2 .
\end{equation}
The free-electron value of $E''$ is 1 in these units, so this is not small.

Here are both versions of Eq.~\eqref{curv}, in hartree\,bohr$^2$. ``Direct'' is the first term and ``mixing'' the second.
\begin{center}
\begin{tabular}{lrrr}
$b'_{1m}(0)$ & direct & mixing & $E''$\\
\hline
correct & 0.9152 & $-0.0190$ & 0.8963\\
set to zero & 1.0160 & $-0.0078$ & 1.0082
\end{tabular}
\end{center}
Finite differences of the lowest eigenvalue, which use no projector derivative at all, also give 0.8963. A basis of 925 plane waves lowers this to 0.8962 and leaves 1.0082 unchanged.

\textbf{Q:} The direct terms differ by $-0.1007$, not $-0.082$.

\textbf{A:} The estimate treats the state as a pure $\mathbf G=0$ plane wave. The true state has other components. They reduce the weight of the diagonal term and bring in cross terms $2D_1b'_{1x}(0)b'^*_{1x}(\mathbf G')$. Together these changes supply the remaining $-0.019$.

\textbf{Q:} And is the mixing stronger because the state couples more strongly to the nearest $p$-like level?

\textbf{A:} The numbers say otherwise. The first level with nonzero coupling is threefold degenerate and lies $0.660167+0.021077\approx0.6812$ hartree above the lowest state. The coupling, as the root of the summed squares over its three states, is 0.04304 hartree\,bohr when correct and 0.04723 with your zero. In Eq.~\eqref{curv} this level gives
\begin{equation}
-\frac{2(0.04304)^2}{0.6812}=-0.0054,\qquad
-\frac{2(0.04723)^2}{0.6812}=-0.0065 .
\end{equation}
The correct coupling to it is the weaker one. The remaining levels contribute $-0.0135$ when correct and $-0.0012$ with your zero, so the increase in mixing comes from higher levels. One matrix element is therefore a poor guide to the total error.

\textbf{Q:} What is the final error in the mass?

\textbf{A:} With $m^*=1/E''$ the correct value is $1/0.8963=1.116$ electron masses. With your zero it is $1/1.0082=0.992$. That is 11\% too low relative to the correct mass, and it turns a band heavier than free electrons into one slightly lighter. The size belongs to this model: it changes with $D_1$, $M$, the cell volume and the weight of $\mathbf G=0$ in the state.

\textbf{Q:} I also use ultrasoft and PAW data sets, where the overlap matrix $S$ is not the unit matrix. Is there anything new?

\textbf{A:} The same projectors build $S(\mathbf k)$, so the same derivative is needed there. Differentiate $Hc=ESc$ and multiply from the left by $c^\dagger$. The terms with $c'$ cancel because $c^\dagger H=Ec^\dagger S$. With $c^\dagger Sc=1$ this leaves
\begin{equation}
E'=c^\dagger(H'-ES')c .
\end{equation}
A wrong $b'_{1m}(0)$ spoils both matrices. For a nondegenerate state at $\Gamma$ this diagonal expression hides it. Without spin-orbit coupling or noncollinear magnetism the Hamiltonian is real and the wavefunction can be chosen real, so $c_0$ and the projections are real while $b'_{1m}(0)$ is imaginary, and each error term cancels against its complex conjugate. The error shows off the diagonal. Multiplying the differentiated equation by $c_n^\dagger$ for another state $n$ gives $(E_n-E)\,c_n^\dagger Sc'=-c_n^\dagger(H'-ES')c$. These elements fix $c'$, which enters the curvature, and in them the errors of $H'$ and $ES'$ have no general reason to cancel. Using Eq.~\eqref{general} for both removes the problem at its source.

\textbf{Q:} So I should delete the guard rather than refine it. How would I check my own implementation?

\textbf{A:} Compare $b'$ at $\mathbf q=0$ with a finite difference of Eq.~\eqref{def}, integrated in three dimensions. That quadrature is a finite sum of exponentials and is smooth by construction, so it supplies the reference value only. To look for a cusp in your own interpolated $b(\mathbf q)$, difference that function too, and do it one-sidedly: for even $l$ a central difference returns zero by parity, even if the function has a cusp. Use directions off the Cartesian axes as well. A spurious linear term in $f_2$ gives the $d_{xy}$ projector the form $q_xq_y/q$, which vanishes on all three axes but has one-sided slope $1/2$ along $(1,1,0)/\sqrt2$. The numerical check that accompanies this exchange compares $b'$ at the origin with one-sided differences of the three-dimensional integral for $l=0$ to 3, and compares Eq.~\eqref{general} with central differences away from the origin.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell length: 5.0 bohr
projector radius: 2.0 bohr
s strength: -0.2 hartree
p strength: -0.8 hartree
number of plane waves: 179
moment M of p projector: 1.237229 bohr^(5/2)
M/3: 0.412410 bohr^(5/2)
|db/dk| at q=0, l=1, formula: 0.226485 bohr
same, converted: 0.119851 angstrom
same, 3D quadrature: 0.226485 bohr
largest derivatives at q=0 from 3D quadrature
(first: over m and axes; second: over m, along (1,2,2)/3)
l=0: first 0.00000 bohr, second 0.110 bohr^2
l=1: first 0.22649 bohr, second 0.000 bohr^2
l=2: first 0.00000 bohr, second 0.135 bohr^2
l=3: first 0.00000 bohr, second 0.000 bohr^2
chain rule for f1*cos(theta) at q = 0.001 bohr^-1
d(cos theta)/dq_z in bohr; parts and sum in bohr^(5/2)
theta=0 deg: bare 0.0, radial 0.412410, angular 0.000000, sum 0.412410
theta=45 deg: bare 500.0, radial 0.206205, angular 0.206205, sum 0.412410
theta=90 deg: bare 1000.0, radial 0.000000, angular 0.412410, sum 0.412410
displaced atom, tau_x: 0.7 bohr
s overlap at q=0: 0.302119
s derivative, full phase, imaginary: -0.211483 bohr
p derivative, full phase, imaginary: -0.226485 bohr
dH/dkx between G=0 and G'=(1,0,0)2pi/a, hartree bohr
  correct: -0.033764
  finite difference: -0.033764
  G=0 derivative dropped: 0.006516
lowest energy at Gamma: -0.021077 hartree
first coupled level: 0.660167 hartree
degeneracy of that level: 3
coupling to it, correct: 0.043041 hartree bohr
coupling to it, dropped: 0.047234 hartree bohr
band curvature, hartree bohr^2
  correct: direct 0.915223, mixing -0.018960
  correct, sum: 0.896263
  from eigenvalue differences: 0.896263
  dropped: direct 1.015956, mixing -0.007751
  dropped, sum: 1.008205
effective mass, correct: 1.11574 electron masses
effective mass, dropped: 0.99186 electron masses
mass error from dropping: -11.10 %
\end{verbatim}
